\section*{Embedding self-energy of a lead from block inversion}

Take a system with two orbitals. One, with energy $\varepsilon_D$, is the device; the other, with energy $\varepsilon_L$, is the entire lead. A matrix element $\tau$ connects them:
\begin{equation}
H=\begin{pmatrix}\varepsilon_D&\tau\\ \tau^*&\varepsilon_L\end{pmatrix}.
\end{equation}
The Green's function at a complex energy $z$ is the inverse $G(z)=(z-H)^{-1}$. The first column of the equation $(z-H)G=1$ reads
\begin{align}
(z-\varepsilon_D)G_{DD}-\tau G_{LD}&=1,\\
-\tau^*G_{DD}+(z-\varepsilon_L)G_{LD}&=0.
\end{align}
The second line gives $G_{LD}=\tau^*G_{DD}/(z-\varepsilon_L)$. Putting this into the first gives
\begin{equation}
G_{DD}=\frac{1}{z-\varepsilon_D-\dfrac{|\tau|^2}{z-\varepsilon_L}}
=\frac{z-\varepsilon_L}{(z-\varepsilon_D)(z-\varepsilon_L)-|\tau|^2}.
\label{eq:two}
\end{equation}
The lead orbital no longer appears as an unknown. Its effect is an addition to the device energy, $\Sigma(z)=|\tau|^2/(z-\varepsilon_L)$. Nothing has been approximated: for $\tau\neq0$, the last denominator is $\det(z-H)$, and its two zeros are the two energies of the coupled system. A single device orbital can show both because $\Sigma$ depends on energy. If $\Sigma$ were frozen at a constant value, $G_{DD}$ would have only one pole, and at least one of the two energies would be lost.

The same elimination works when the device and the lead have many orbitals, provided that the order of the matrix factors is kept. Let the basis be orthonormal, let the device have finitely many orbitals, and write the Hermitian one-particle Hamiltonian as
\begin{equation}
H=\begin{pmatrix}H_D&\tau\\ \tau^\dagger&H_L\end{pmatrix}.
\end{equation}
The rows of $\tau$ belong to the device and its columns to the lead. Thus $\tau^\dagger$ carries an amplitude from the device into the lead, and $\tau$ carries it back. The energy is $z=E+i\eta$ with $\eta>0$. The lead may be infinite if $H$ is bounded, as it is for the chains used below.

The inverses needed here exist because $\eta$ is positive. For any vector $v$, the number $\langle v,Hv\rangle$ is real, so the imaginary part of $\langle v,(z-H)v\rangle$ is $\eta\|v\|^2$. The Cauchy--Schwarz inequality then gives
\begin{equation}
\|(z-H)v\|\geq\eta\|v\|.
\end{equation}
No non-zero vector is sent to zero, which makes a finite matrix invertible. In the infinite case the bound also makes the range of $z-H$ closed, and the same bound for $z^*-H$ shows that no non-zero vector is orthogonal to that range; the operator is therefore invertible. The argument applies equally to $H_L$, so we may define
\begin{equation}
G=(z-H)^{-1},\qquad g=(z-H_L)^{-1}.
\end{equation}
Here $g$ is the Green's function of the lead when it is cut off from the device.

The device column of $(z-H)G=1$ now consists of two matrix equations:
\begin{align}
(z-H_D)G_{DD}-\tau G_{LD}&=1,\label{eq:dev}\\
-\tau^\dagger G_{DD}+(z-H_L)G_{LD}&=0.\label{eq:lead}
\end{align}
Multiplying \eqref{eq:lead} from the left by $g$ gives
\begin{equation}
G_{LD}=g\tau^\dagger G_{DD}.
\label{eq:gld}
\end{equation}
Substitution into \eqref{eq:dev} gives
\begin{equation}
\left(z-H_D-\tau g\tau^\dagger\right)G_{DD}=1.
\end{equation}
The matrix in brackets is square and finite, and $G_{DD}$ is its right inverse, hence its inverse. Therefore
\begin{equation}
\boxed{G_{DD}(z)=\left[z-H_D-\Sigma(z)\right]^{-1},\qquad
\Sigma(z)=\tau g(z)\tau^\dagger .}
\label{eq:main}
\end{equation}
This is the device block of the full inverse, for any strength of $\tau$. The statement concerns the given one-particle $H$: it does not supply interactions that $H$ leaves out. It also requires $\Sigma$ to be evaluated at the same $z$ as $G$. Orthonormality entered where $z$ multiplied the unit matrix; with overlapping orbitals, $z$ would multiply an overlap matrix, and where device orbitals overlap lead orbitals it would appear in the off-diagonal blocks too.

Read from right to left, $\tau g\tau^\dagger$ describes entry into the lead, propagation within the isolated lead, and return. To see how repeated visits are included, let $G_0=(z-H_D)^{-1}$ and multiply $(z-H_D-\Sigma)G_{DD}=1$ by $G_0$ from the left:
\begin{equation}
G_{DD}=G_0+G_0\Sigma G_{DD}.
\end{equation}
Read from right to left, the second term contains whatever visits $G_{DD}$ already contains, then one last visit $\Sigma$, then propagation $G_0$ within the isolated device. The matrix inverse accounts for them all without requiring a series in $\Sigma$ to converge.

The lead has been eliminated, but information about it can be recovered. The lead column of $(z-H)G=1$ is
\begin{align}
(z-H_D)G_{DL}-\tau G_{LL}&=0,\\
-\tau^\dagger G_{DL}+(z-H_L)G_{LL}&=1.
\end{align}
The second equation gives $G_{LL}=g+g\tau^\dagger G_{DL}$. Inserted into the first, it yields $(z-H_D-\Sigma)G_{DL}=\tau g$, and so
\begin{equation}
G_{DL}=G_{DD}\tau g,\qquad
G_{LL}=g+g\tau^\dagger G_{DD}\tau g.
\end{equation}
The last term is the change in the lead's Green's function caused by the device.

The self-energy is in general not Hermitian. To find its anti-Hermitian part, use $g^{-1}=z-H_L$ and $(g^\dagger)^{-1}=z^*-H_L$:
\begin{equation}
g-g^\dagger=g^\dagger\left[(g^\dagger)^{-1}-g^{-1}\right]g
=g^\dagger(z^*-z)g=-2i\eta\,g^\dagger g.
\label{eq:anti}
\end{equation}
With $S=z-H_D-\Sigma$, it follows that
\begin{equation}
\frac{S-S^\dagger}{2i}
=\eta-\frac{\Sigma-\Sigma^\dagger}{2i}
=\eta\left(1+\tau g^\dagger g\tau^\dagger\right).
\end{equation}
The added matrix $\tau g^\dagger g\tau^\dagger$ has no negative eigenvalues. The lead can therefore enlarge the anti-Hermitian part of $S$ beyond $\eta$, but cannot reduce it. This is not yet a broadening of levels. In a finite system $G=\sum_n\psi_n\psi_n^\dagger/(z-E_n)$, with orthonormal eigenvectors $\psi_n$ of $H$ and real $E_n$, so each level contributes to $-\operatorname{Im}G_{jj}$ a Lorentzian of half-width $\eta$, however large the added matrix is.

For a finite system the real energies tell the same story as the two-orbital example. Let $H\psi=E_n\psi$, with $E_n$ not an eigenvalue of $H_L$. The lead part of this equation gives $\psi_L=(E_n-H_L)^{-1}\tau^\dagger\psi_D$, and the device part becomes
\begin{equation}
\left[H_D+\Sigma(E_n)\right]\psi_D=E_n\psi_D.
\end{equation}
The vector $\psi_D$ cannot vanish, because $\psi_L$ would then vanish as well. Each such energy of the large matrix is thus an eigenvalue of a small one, but the small matrix must be evaluated at that same energy.

If there are two leads, write $\tau=(\tau_l,\tau_r)$. When no matrix element joins the leads directly, $H_L$ is block diagonal, and so is $g$. Multiplying out the blocks gives
\begin{equation}
\Sigma=\tau_lg_l\tau_l^\dagger+\tau_rg_r\tau_r^\dagger
=\Sigma_l+\Sigma_r.
\end{equation}
A direct connection between the leads gives $g$ off-diagonal blocks and also changes its diagonal blocks. The sum of separately computed self-energies is then no longer justified, whereas \eqref{eq:main} with the joint $g$ still holds.

An infinite lead is useful in practice if the required part of $g$ can be found without inverting an infinite matrix. Consider a semi-infinite chain with spacing $a$, site energy zero and hopping element $-t$, where $t>0$. Its end site is joined to one device site by the element $-t_c$. Since $\tau$ has a single non-zero element, $\Sigma$ acts on that device site alone:
\begin{equation}
\Sigma=(-t_c)g_s(-t_c)=t_c^2g_s,
\end{equation}
where $g_s$ is the end-site element of $g$. The two minus signs cancel.

To find $g_s$, apply \eqref{eq:main} to the chain itself, with its end site as the device and the remaining sites as the lead. For a chain of $N+1$ sites this gives
\begin{equation}
g_{N+1}=\frac{1}{z-t^2g_N}.
\label{eq:rec}
\end{equation}
Removing one site from a semi-infinite chain leaves an identical chain, so $g_s=1/(z-t^2g_s)$, or
\begin{equation}
t^2g_s^2-zg_s+1=0.
\end{equation}
Set $z=-2t\cos\theta$. The trial value $g_s=-e^{i\theta}/t$ makes the left side
\begin{equation}
e^{2i\theta}-2\cos\theta\,e^{i\theta}+1
=e^{2i\theta}-\left(e^{2i\theta}+1\right)+1=0.
\end{equation}
Replacing $\theta$ by $-\theta$ gives the other root. To choose between them, write $\theta=\theta_1+i\theta_2$ and take $\theta_2>0$, which is possible because $\theta$ and $-\theta$ give the same $z$. Then $\operatorname{Im}z=2t\sin\theta_1\sinh\theta_2$ is positive, so $\sin\theta_1>0$. The end-site element of \eqref{eq:anti} requires $\operatorname{Im}g_s<0$. The first root has imaginary part $-e^{-\theta_2}\sin\theta_1/t$, which is negative; the second has $+e^{\theta_2}\sin\theta_1/t$, which is positive. Hence
\begin{equation}
g_s=-\frac{e^{i\theta}}{t},\qquad \operatorname{Im}\theta>0.
\end{equation}

Now let $\eta\to0^+$ at an energy inside the band, $|E|<2t$. Then $\theta$ tends to the real phase $ka$, with $E=-2t\cos ka$ and $0<ka<\pi$. The group velocity follows from $\hbar v=dE/dk=2ta\sin ka$, which is positive. The self-energy has acquired a finite imaginary part, and the broadening $\Gamma=-2\operatorname{Im}\Sigma$ is
\begin{equation}
\Gamma=\frac{2t_c^2}{t}\sin ka
=\left(\frac{t_c}{t}\right)^2\frac{\hbar v}{a}.
\label{eq:gamma}
\end{equation}
For a given lead, with $t$ fixed, it grows as $t_c^2$ and varies across the band in proportion to the group velocity. Comparing different leads at fixed $t_c$ is another matter: at the band centre $\hbar v/a=2t$ rises with $t$, while $\Gamma=2t_c^2/t$ falls. $\Gamma$ equals the width of a level only for weak coupling. Inside the band $\operatorname{Re}\Sigma=-(t_c^2/t)\cos ka=t_c^2E/2t^2$ also depends on energy, so for a single device level $\varepsilon_D$ the real part of $E-\varepsilon_D-\Sigma$ is $(1-t_c^2/2t^2)E-\varepsilon_D$, and the peak in the density of states has a full width of about $\Gamma/(1-t_c^2/2t^2)$. For $t_c=t/2$ and a level at the band centre this is $0.57t$, against $\Gamma=0.50t$. Outside the band the limit is different. For $E<-2t$, for instance, $\theta=i\kappa$ with $\kappa>0$, and $g_s=-e^{-\kappa}/t$ is real: the lead shifts the device energy but does not broaden it.

For a numerical case, place two device sites between two such chains. Choose $t=1$ eV, device energies $0.3$ and $-0.2$ eV, and a device hopping element of $-0.8$ eV. The left chain is attached to site 1 by $-0.5$ eV, the right chain to site 2 by $-0.4$ eV. These are round model parameters. At $E=0.5$ eV, the band relation gives $\cos ka=-0.25$, so $ka=1.8235$ rad and $\sin ka=0.9682$. Thus
\begin{align}
g_s&=0.2500-0.9682i\ \mathrm{eV^{-1}},\\
\Sigma_l&=0.5^2g_s=0.0625-0.2421i\ \mathrm{eV},\\
\Sigma_r&=0.4^2g_s=0.0400-0.1549i\ \mathrm{eV}.
\end{align}
The broadenings are $\Gamma_l=0.484$ eV and $\Gamma_r=0.310$ eV. The matrix to be inverted, $M=E-H_D-\Sigma$, has the elements (in eV)
\begin{align}
M_{11}&=0.5-0.3-\Sigma_l=0.1375+0.2421i,\\
M_{22}&=0.5+0.2-\Sigma_r=0.6600+0.1549i,\\
M_{12}&=M_{21}=-(-0.8)=0.8.
\end{align}
Its determinant is
\begin{equation}
M_{11}M_{22}-0.8^2=-0.5868+0.1811i\ \mathrm{eV^2}.
\end{equation}
The rule for inverting a two-by-two matrix then gives
\begin{align}
G_{11}&=\frac{M_{22}}{\det M}=-0.953-0.558i\ \mathrm{eV^{-1}},\\
G_{22}&=\frac{M_{11}}{\det M}=-0.098-0.443i\ \mathrm{eV^{-1}},\\
G_{12}&=-\frac{M_{12}}{\det M}=1.245+0.384i\ \mathrm{eV^{-1}}.
\end{align}
The determinant is not zero, so the limit $\eta\to0^+$ of the device block exists at this energy. That is a condition in general: an eigenstate of $H_D$ that has no amplitude on any contact site is not broadened, and $M$ is singular at its energy. $M$ is also singular at a bound state outside the band, where $\Sigma$ is real: a single level at $2.2$ eV joined by $-0.5$ eV to one such chain gives one at $2.34$ eV. The local density of states, $-\operatorname{Im}G_{jj}/\pi$, is $0.178\ \mathrm{eV^{-1}}$ on site 1 and $0.141\ \mathrm{eV^{-1}}$ on site 2, for one spin direction.

The same numbers can be obtained with no self-energy at all. Give each lead 4000 sites and solve the sparse linear equations $(z-H)G=1$ for the two device columns of the whole chain. Do this at $\eta=0.005$, $0.010$, $0.015$, $0.020$ and $0.025$ eV, and extrapolate to $\eta=0$ with the quartic polynomial through the five values. The resulting device block differs from the embedded one by at most $1.5\times10^{-8}\ \mathrm{eV^{-1}}$ in any element.

The non-zero $\eta$ in this calculation is essential, as the finite-chain formula shows. The recursion \eqref{eq:rec}, started from $g_1=1/z$, has the solution
\begin{equation}
g_N=-\frac{1}{t}\,\frac{\sin N\theta}{\sin(N+1)\theta}.
\label{eq:gn}
\end{equation}
For $N=1$ this is $-1/(2t\cos\theta)=1/z$. If it holds for $N$, then
\begin{equation}
z-t^2g_N=t\,\frac{\sin N\theta-2\cos\theta\sin(N+1)\theta}{\sin(N+1)\theta}
=-t\,\frac{\sin(N+2)\theta}{\sin(N+1)\theta},
\end{equation}
because $2\cos\theta\sin(N+1)\theta=\sin(N+2)\theta+\sin N\theta$. The reciprocal is \eqref{eq:gn} with $N$ replaced by $N+1$. Writing $\lambda=e^{i\theta}$ and subtracting $g_s=-\lambda/t$ gives
\begin{equation}
g_N-g_s=-\frac{\lambda}{t}\left[\frac{1-\lambda^{2N}}{1-\lambda^{2N+2}}-1\right]
=\frac{\lambda^{2N+1}}{t}\,\frac{1-\lambda^2}{1-\lambda^{2N+2}}.
\end{equation}
For $\eta>0$ we have $|\lambda|<1$, and the difference falls as $|\lambda|^{2N}$ for long leads. The exponent $2N$ corresponds to a wave that travels to the far end and back.

The error passes to the device through the identity
\begin{equation}
G_{DD}^{(N)}-G_{DD}=G_{DD}^{(N)}\left(\Sigma^{(N)}-\Sigma\right)G_{DD},
\end{equation}
which follows from $A^{-1}-B^{-1}=A^{-1}(B-A)B^{-1}$. At $\eta=0.05$ eV, $|\lambda|=0.9745$. Solving the whole chain with 100, 200 and 400 sites per lead gives largest element errors of $5.4\times10^{-3}$, $3.1\times10^{-5}$ and $1.0\times10^{-9}\ \mathrm{eV^{-1}}$, relative to the embedded result at the same $\eta$. Between the last two lengths, the logarithm of the error changes by $-0.0516$ per site, which is $2\ln|\lambda|$.

If instead $\eta\to0$ while $N$ stays fixed, $\theta$ becomes real inside the band and \eqref{eq:gn} is real wherever it is finite. A left lead of 20 sites at $E=0.5$ eV and $\eta=10^{-9}$ eV has a self-energy of $0.421-8.3\times10^{-9}i$ eV, found by inverting the 20-site matrix. The infinite lead gives $0.0625-0.2421i$ eV. A finite lead returns all that enters it, and its discrete levels do not merge into a continuum. The broadening in \eqref{eq:gamma} is therefore not obtained by taking $\eta$ to zero at fixed $N$. It is obtained by making the lead infinite first and taking $\eta$ to zero afterwards. More generally, it is enough that $|\lambda|^{2N}\to0$ as $\eta\to0$. For small $\eta$ inside the band, $\operatorname{Im}z=2t\sin\theta_1\sinh\theta_2$ gives $\theta_2\approx\eta a/\hbar v$, and since $|\lambda|^{2N}=e^{-2N\theta_2}$, the condition is that $N\eta$ grow without bound while $\eta$ falls.
